# Time and height of the mass-gain maximum in paralinear oxidation: test program

```python
# Paralinear oxidation: a scale of thickness x obeys dx/dt = k/x - s, x(0) = 0.
# Specimen mass change per area: W = (oxygen uptake) - (volatile scale loss),
#   uptake rate = phi*rho*k/x,   loss rate = rho*s.
# Result under test: W has one maximum, at x = phi*k/s, with
#   t_m = (k/s^2) * [-ln(1-phi) - phi]
#   W_m = (rho*k/s) * [phi + (1-phi)*ln(1-phi)]
# k: parabolic constant (x^2 = 2 k t without loss); s: surface recession speed;
# rho: scale density; phi: oxygen mass fraction of the scale.
# Example units: nm, h, microgram/cm^2 (written ug/cm2).
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw


def time_function(u):
    """Reduced time s^2 t/k at which x = u*k/s."""
    return -np.log1p(-u) - u


def peak_formula(k, s, phi, rho):
    t_peak = k / s**2 * time_function(phi)
    w_peak = rho * k / s * (phi + (1 - phi) * np.log1p(-phi))
    return t_peak, w_peak


def thickness(t, k, s):
    return k / s * (1 + lambertw(-np.exp(-1 - s**2 * t / k)).real)


def gain(t, k, s, phi, rho):
    return phi * rho * thickness(t, k, s) - (1 - phi) * rho * s * t


def march(k, s, phi, rho, t_end, x_start=0.0, lag=0.0):
    """Integrate thickness, uptake and loss in time; growth rate k/(x+lag)."""
    t_start, uptake = 0.0, 0.0
    if x_start == 0.0 and lag == 0.0:
        # leave the singular point with the loss-free parabolic law
        x_start = 1e-5 * k / s
        t_start = x_start**2 / (2 * k)
        uptake = phi * rho * x_start

    def rates(t, y):
        growth = k / (y[0] + lag)
        return [growth - s, phi * rho * growth, rho * s]

    run = solve_ivp(rates, (t_start, t_end), [x_start, uptake, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    dense_output=True)
    assert run.success
    return run


def mass_change(run, t):
    y = run.sol(t)
    return y[1] - y[2]


def find_peak(run):
    grid = np.linspace(run.t[0], run.t[-1], 2001)
    i = int(np.argmax(mass_change(run, grid)))
    if i == 0:
        return grid[0], float(mass_change(run, grid[0]))
    assert i < len(grid) - 1
    best = minimize_scalar(lambda t: -mass_change(run, t),
                           bounds=(grid[i - 1], grid[i + 1]),
                           method="bounded",
                           options={"xatol": 1e-9 * grid[-1]})
    return best.x, -best.fun


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Peak time and height for several oxygen fractions and rate constants
worst_t = worst_w = 0.0
for phi_c, k_c, s_c, rho_c in [(0.2, 1.0, 1.0, 1.0), (0.3, 2.0, 0.7, 3.0),
                               (0.53, 0.5, 1.3, 2.0), (0.8, 1.5, 0.9, 0.6)]:
    run_c = march(k_c, s_c, phi_c, rho_c, 5 * k_c / s_c**2)
    t_n, w_n = find_peak(run_c)
    t_f, w_f = peak_formula(k_c, s_c, phi_c, rho_c)
    worst_t = max(worst_t, abs(t_n / t_f - 1))
    worst_w = max(worst_w, abs(w_n / w_f - 1))
    assert close(run_c.sol(t_n)[0], phi_c * k_c / s_c, 1e-4)
    grid_c = np.linspace(run_c.t[0], run_c.t[-1], 800)
    signs = np.sign(np.diff(mass_change(run_c, grid_c)))
    assert np.count_nonzero(np.diff(signs)) == 1  # a single maximum
assert worst_t < 1e-4 and worst_w < 1e-6

# Example: silicon in flowing steam (rough typical values)
temperature = 1473.0      # K
k = 2.0e5                 # nm^2/h
s = 40.0                  # nm/h
density = 2.2             # g/cm^3, silica
m_si, m_o = 28.085, 15.999
m_oxide = m_si + 2 * m_o
phi = 2 * m_o / m_oxide
rho = 0.1 * density       # ug/cm2 per nm of scale
x_limit = k / s
t_unit = k / s**2
t_m, w_m = peak_formula(k, s, phi, rho)
x_m = phi * x_limit

run = march(k, s, phi, rho, 12 * t_unit)
t_num, w_num = find_peak(run)
assert close(t_num, t_m, 1e-4) and close(w_num, w_m, 1e-6)
x_run, uptake_m, loss_m = run.sol(t_m)

# Closed time laws, and mass conservation through the silicon consumed
for t in (1.0, 10.0, t_m, 100.0, 400.0):
    x_t, up_t, loss_t = run.sol(t)
    assert close(thickness(t, k, s), x_t, 1e-6)
    assert abs(gain(t, k, s, phi, rho) - (up_t - loss_t)) < 1e-3
    silicon_used = up_t * m_si / (2 * m_o)
    assert abs(rho * x_t - silicon_used - (up_t - loss_t)) < 1e-3

# Curvature at the maximum
curvature = -rho * s**3 * (1 - phi) / (k * phi**2)
d = 0.2
second = (mass_change(run, t_m + d) - 2 * mass_change(run, t_m)
          + mass_change(run, t_m - d)) / d**2
assert close(second, curvature, 2e-3)

# Time window in which the gain is within the balance resolution of its peak
resolution = 2.0          # ug/cm2
def below(t):
    return gain(t, k, s, phi, rho) - (w_m - resolution)
t_early = brentq(below, 0.1 * t_m, t_m)
t_late = brentq(below, t_m, 3 * t_m)
half_parabola = np.sqrt(2 * resolution / abs(curvature))

# Late slope and return to the starting mass
late_slope = -(1 - phi) * rho * s
slope_num = (mass_change(run, 12 * t_unit)
             - mass_change(run, 11 * t_unit)) / t_unit
assert close(slope_num, late_slope, 1e-4)
u_zero = brentq(lambda u: phi * u - (1 - phi) * time_function(u),
                phi, 1 - 1e-12)
t_zero = t_unit * time_function(u_zero)
assert abs(mass_change(run, t_zero)) < 1e-3

# Rate constants recovered from the numerically located maximum
ratio = (phi + (1 - phi) * np.log1p(-phi)) / time_function(phi)
s_back = w_num / (rho * t_num * ratio)
k_back = s_back**2 * t_num / time_function(phi)
assert close(s_back, s, 1e-3) and close(k_back, k, 1e-3)

# Oxide present at the start: a thin one shifts the peak, a thick one removes it
x_pre = 1000.0            # nm
u_pre = x_pre / x_limit
t_pre, w_pre = find_peak(march(k, s, phi, rho, 3 * t_unit, x_start=x_pre))
assert close(t_pre, t_unit * (time_function(phi) - time_function(u_pre)), 1e-4)
w_pre_formula = w_m - rho * x_limit * (phi * u_pre
                                     - (1 - phi) * time_function(u_pre))
assert close(w_pre, w_pre_formula, 1e-6)
thick_run = march(k, s, phi, rho, 3 * t_unit, x_start=1.1 * x_m)
assert find_peak(thick_run)[0] == 0.0

# Neglected effect: finite interface reaction, growth rate k/(x + lag)
lag = 25.0                # nm, rough
t_lag, w_lag = find_peak(march(k, s, phi, rho, 3 * t_unit, lag=lag))
assert close(t_lag, t_unit * (time_function(phi)
                              - time_function(lag / x_limit)), 1e-4)

# Neglected effect: laminar flow over a plate, local loss ~ distance^(-1/2),
# with the same plate-averaged s; root = sqrt(distance/plate length)
nodes, weights = np.polynomial.legendre.leggauss(200)
root = 0.5 * (nodes + 1)
area_weight = 0.5 * weights * 2 * root
s_local = s / (2 * root)
def plate_gain(t):
    return float(np.sum(area_weight * gain(t, k, s_local, phi, rho)))
plate = minimize_scalar(lambda t: -plate_gain(t), bounds=(0.5, 3 * t_unit),
                        method="bounded", options={"xatol": 1e-7})
t_plate, w_plate = plate.x, -plate.fun
assert 1.0 < t_plate < 2.9 * t_unit

# Neglected effect: k falls when the silica crystallizes (assumed drop)
t_switch, k_drop = 10.0, 0.20
k_after = (1 - k_drop) * k
x_switch = float(run.sol(t_switch)[0])
t_rest, w_rest = find_peak(march(k_after, s, phi, rho, 3 * t_unit,
                                 x_start=x_switch))
t_cryst = t_switch + t_rest
w_cryst = float(mass_change(run, t_switch)) + w_rest

# Neglected effect: temperature error, rough activation energies in eV
e_growth, e_loss, d_temp = 0.8, 0.6, 10.0
k_b = const.value("Boltzmann constant in eV/K")
inverse_step = (1 / temperature - 1 / (temperature + d_temp)) / k_b
k_hot = k * np.exp(e_growth * inverse_step)
s_hot = s * np.exp(e_loss * inverse_step)
t_hot, w_hot = find_peak(march(k_hot, s_hot, phi, rho, 3 * t_unit))
assert close(t_hot, t_m * np.exp((e_growth - 2 * e_loss) * inverse_step), 1e-4)
assert close(w_hot, w_m * np.exp((e_growth - e_loss) * inverse_step), 1e-5)

# Neglected effect: steam supply through the gas boundary layer
pressure = 380.0          # Torr
gas_diffusivity = 3.0     # cm^2/s, rough
gas_layer = 0.4           # cm, rough
steam = pressure * const.torr / (const.R * temperature)      # mol/m^3
supply = gas_diffusivity * 1e-4 * steam / (gas_layer * 1e-2)  # mol/m^2/s
k_si = k * 1e-18 / const.hour
oxide_molar = density * 1e6 / m_oxide                        # mol/m^3
x_gas = 2 * oxide_molar * k_si / supply * 1e9                # nm

# Neglected effects: oxidant dissolved in the scale, and silicon recession
dissolved = 3e19          # water molecules per cm^3 of silica, rough
stored = dissolved / (2 * oxide_molar * 1e-6 * const.N_A)
recession = uptake_m * m_si / (2 * m_o) / (0.1 * 2.33)       # nm

w_dalton = w_m * 1e-9 / 1e16 / const.atomic_mass


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("worst relative error, peak time", worst_t, form=".1e")
show("worst relative error, peak height", worst_w, form=".1e")
show("temperature", temperature, "K", ".0f")
show("k", k, "nm^2/h", ".0f")
show("s", s, "nm/h", ".1f")
show("silica density", density, "g/cm^3", ".2f")
show("oxygen mass fraction phi", phi, form=".4f")
show("scale mass per nm", rho, "ug/cm2", ".3f")
show("limiting thickness k/s", x_limit, "nm", ".0f")
show("time unit k/s^2", t_unit, "h", ".1f")
show("time bracket -ln(1-phi)-phi", time_function(phi), form=".4f")
show("height bracket", w_m / (rho * x_limit), form=".4f")
show("peak time, formula", t_m, "h", ".2f")
show("peak time, integration", t_num, "h", ".2f")
show("peak time, converted", t_m * const.hour, "s", ".3e")
show("peak height, formula", w_m, "ug/cm2", ".2f")
show("peak height, integration", w_num, "ug/cm2", ".2f")
show("peak height, converted", w_dalton, "Da/angstrom^2", ".3e")
show("thickness at peak", x_m, "nm", ".0f")
show("oxygen uptake at peak", uptake_m, "ug/cm2", ".1f")
show("volatile loss at peak", loss_m, "ug/cm2", ".1f")
show("curvature at peak", curvature, "ug/cm2/h^2", ".4f")
show("balance resolution", resolution, "ug/cm2", ".1f")
show("window opens", t_early, "h", ".1f")
show("window closes", t_late, "h", ".1f")
show("half window from curvature", half_parabola, "h", ".1f")
show("late slope", late_slope, "ug/cm2/h", ".3f")
show("return to starting mass", t_zero, "h", ".1f")
show("ratio W_m/(rho s t_m)", ratio, form=".4f")
show("s recovered from peak", s_back, "nm/h", ".2f")
show("k recovered from peak", k_back, "nm^2/h", ".0f")
show("initial oxide case", x_pre, "nm", ".0f")
show("  peak time", t_pre, "h", ".2f")
show("  peak height above start", w_pre, "ug/cm2", ".2f")
show("interface reaction length", lag, "nm", ".0f")
show("  peak time", t_lag, "h", ".2f")
show("  peak height", w_lag, "ug/cm2", ".2f")
show("plate in laminar flow, peak time", t_plate, "h", ".2f")
show("  peak height", w_plate, "ug/cm2", ".2f")
show("assumed fall of k", 100 * k_drop, "%", ".0f")
show("  from time", t_switch, "h", ".0f")
show("  peak time", t_cryst, "h", ".2f")
show("  peak height", w_cryst, "ug/cm2", ".2f")
show("activation energy of k", e_growth, "eV", ".1f")
show("activation energy of s", e_loss, "eV", ".1f")
show("temperature error", d_temp, "K", ".0f")
show("  change of peak time", 100 * (t_hot / t_m - 1), "%", ".2f")
show("  change of peak height", 100 * (w_hot / w_m - 1), "%", ".2f")
show("steam pressure", pressure, "Torr", ".0f")
show("gas diffusivity", gas_diffusivity, "cm^2/s", ".1f")
show("gas boundary layer", gas_layer, "cm", ".1f")
show("gas supply limits only below", x_gas, "nm", ".4f")
show("stored oxidant fraction", stored, form=".1e")
show("silicon recession at peak", recession, "nm", ".0f")
print("no test failed")
```

Running it gives:

```
worst relative error, peak time: 1.5e-08
worst relative error, peak height: 1.9e-09
temperature: 1473 K
k: 200000 nm^2/h
s: 40.0 nm/h
silica density: 2.20 g/cm^3
oxygen mass fraction phi: 0.5326
scale mass per nm: 0.220 ug/cm2
limiting thickness k/s: 5000 nm
time unit k/s^2: 125.0 h
time bracket -ln(1-phi)-phi: 0.2279
height bracket: 0.1771
peak time, formula: 28.49 h
peak time, integration: 28.49 h
peak time, converted: 1.026e+05 s
peak height, formula: 194.79 ug/cm2
peak height, integration: 194.79 ug/cm2
peak height, converted: 1.173e+04 Da/angstrom^2
thickness at peak: 2663 nm
oxygen uptake at peak: 445.5 ug/cm2
volatile loss at peak: 250.7 ug/cm2
curvature at peak: -0.1160 ug/cm2/h^2
balance resolution: 2.0 ug/cm2
window opens: 22.9 h
window closes: 34.7 h
half window from curvature: 5.9 h
late slope: -4.113 ug/cm2/h
return to starting mass: 118.3 h
ratio W_m/(rho s t_m): 0.7769
s recovered from peak: 40.00 nm/h
k recovered from peak: 200000 nm^2/h
initial oxide case: 1000 nm
  peak time: 25.60 h
  peak height above start: 89.53 ug/cm2
interface reaction length: 25 nm
  peak time: 28.49 h
  peak height: 191.87 ug/cm2
plate in laminar flow, peak time: 31.48 h
  peak height: 202.24 ug/cm2
assumed fall of k: 20 %
  from time: 10 h
  peak time: 19.15 h
  peak height: 170.83 ug/cm2
activation energy of k: 0.8 eV
activation energy of s: 0.6 eV
temperature error: 10 K
  change of peak time: -2.10 %
  change of peak height: 1.07 %
steam pressure: 380 Torr
gas diffusivity: 3.0 cm^2/s
gas boundary layer: 0.4 cm
gas supply limits only below: 0.0131 nm
stored oxidant fraction: 6.8e-04
silicon recession at peak: 1678 nm
no test failed
```
